# Tracer correlations for vacancy diffusion on the diamond lattice

**Question**

I am simulating self-diffusion by a single vacancy in a periodic diamond-structure cell. The vacancy exchanges with each of its four nearest neighbours at the same rate $w$, and I follow the unwrapped positions of the atoms. Compared with an uncorrelated random walk having the same number of atomic jumps, the mean square displacement is too small. The ratio is about 0.514 in a cell of 54 sites and 0.503 in one of 250 sites.

I understand that an atom which has just jumped has the vacancy behind it and may jump straight back. But if I count the immediate return alone, with probability 1/4, I get 0.6. Which correlations must I collect, what is the infinite-lattice value, and can it be derived exactly? Does the factor matter for a diffusivity computed from first-principles energies?

**Answer**

You need the mean cosine between consecutive jumps of the same atom, including returns after long excursions of the vacancy. On this lattice the sum over all excursions can be done in closed form, because the quantity needed is a difference of two visit numbers, and two balance equations fix that difference.

**From displacements to one cosine**

Let $a$ be the cubic lattice constant and $d=\sqrt3\,a/4$ the bond length. After $n$ jumps with unit directions $\mathbf e_i$, the tracer displacement is $\mathbf R=d\sum_i\mathbf e_i$, so

$$
\langle R^2\rangle=nd^2+2d^2\sum_{i<j}\langle\mathbf e_i\cdot\mathbf e_j\rangle .
$$

For an uncorrelated walker the cross terms vanish, since the four bond directions at any site sum to zero. Dividing by $nd^2$ and letting $n\to\infty$ gives the correlation factor

$$
f=1+2\sum_{m=1}^{\infty}\langle\cos\theta_m\rangle ,
$$

where $\theta_m$ is the angle between jumps $m$ apart.

Now assume that vacancies are dilute and do not interact, and that the tracer is chemically identical to the host. Let $\mathbf u_1,\dots,\mathbf u_4$ be the unit vectors from the tracer to its neighbours. They satisfy

$$
\sum_j\mathbf u_j=0,\qquad \mathbf u_i\cdot\mathbf u_j=-\tfrac13\quad(i\ne j).
$$

After a tracer jump $\mathbf e$, the vacancy is at $\mathbf u_1=-\mathbf e$. Let $p_0$ be the probability that this vacancy next exchanges with the tracer from that same site, and $p_1$ the probability that it does so from any one of the other three. Those three are equivalent by the threefold rotation about $\mathbf u_1$. The mean next direction is therefore

$$
p_0\mathbf u_1+p_1(\mathbf u_2+\mathbf u_3+\mathbf u_4)
=(p_0-p_1)\mathbf u_1=-\lambda\mathbf e,\qquad \lambda=p_0-p_1 .
$$

The vacancy may also escape. In the dilute limit another one then arrives from far away with no preferred bond, and its mean contribution is zero.

The same relation holds after every jump, because the two sublattices are related by inversion. Each further jump multiplies the mean direction by $-\lambda$, so $\langle\cos\theta_m\rangle=(-\lambda)^m$. Summing the geometric series,

$$
f=1+2\,\frac{-\lambda}{1+\lambda}=\frac{1-\lambda}{1+\lambda}.
$$

Your estimate sets $p_0=1/4$ and $p_1=0$, which indeed gives $f=(3/4)/(5/4)=0.6$. It omits the longer excursions.

**Summing all excursions**

Call the tracer site $0$ and its neighbours $s_1,\dots,s_4$. Let $V_{ij}$ be the expected number of visits to $s_j$, starting at $s_i$ and counting the start, before the vacancy exchanges with the tracer. Each visit leads to that exchange with probability 1/4. Hence $p_0=V_{11}/4$ and $p_1=V_{12}/4$. A symmetry operation that swaps $s_1$ and $s_2$ while keeping site $0$ fixed gives $V_{12}=V_{21}$, so

$$
\lambda=\tfrac14(V_{11}-V_{21}).
$$

Compare this with a free walk, in which site $0$ is an ordinary site and the walk continues after reaching it. Let $G(x,y)$ be its expected number of visits to $y$ from $x$, and $Q$ the probability of ever reaching $0$ from one of its neighbours. Splitting the visits into those before and after the first arrival at $0$,

$$
G(s_1,s_1)=V_{11}+Q\,G(0,s_1),\qquad
G(s_2,s_1)=V_{21}+Q\,G(0,s_1).
$$

The last terms are equal, so they cancel on subtraction. Write $G_0$ for the visits to the starting site, $G_1$ for those to a nearest neighbour of it, and $G_2$ for those to a second neighbour. Since $s_1$ and $s_2$ are second neighbours,

$$
\lambda=\tfrac14(G_0-G_2).
$$

Two balances determine this difference. Every visit is either the start or an arrival from an adjacent site, and each adjacent visit leads here with probability 1/4. For a walk started at $s_1$, the balance at $s_1$ is

$$
G_0=1+\tfrac14(4G_1)=1+G_1 .
$$

At site $0$, one neighbour is the start and the other three are second neighbours of the start:

$$
G_1=\tfrac14(G_0+3G_2).
$$

All twelve second neighbours are equivalent under the tetrahedral site symmetry, which is why a single $G_2$ suffices. Eliminating $G_1$,

$$
G_0-1=\tfrac14(G_0+3G_2)
\;\Rightarrow\;3(G_0-G_2)=4
\;\Rightarrow\;G_0-G_2=\tfrac43 .
$$

Therefore

$$
\lambda=\frac13,\qquad \langle\cos\theta_1\rangle=-\frac13,\qquad
\boxed{f=\frac{1-1/3}{1+1/3}=\frac12}.
$$

The separate probabilities are less simple. The expected number of visits to site $0$ is the probability of reaching it times the visits once there, so $G_1=QG_0$ and $Q=1-1/G_0$. Numerical integration over the Brillouin zone gives $G_0=1.793$, hence $Q=0.442$. From $p_0+3p_1=Q$ and $p_0-p_1=1/3$,

$$
p_1=\frac{Q-1/3}{4}\approx0.027,\qquad p_0=p_1+\frac13\approx0.361 .
$$

The vacancy escapes for good more often than it returns, but when it returns it is usually from behind the tracer.

**Why your cells give slightly more**

In a periodic cell the vacancy cannot escape, and total visit numbers diverge. Subtract the uniform occupation $1/N$, where $N$ counts all sites including the vacant one. With $P_t(x)$ the probability that the free vacancy is at $x$ at time $t$, define

$$
g(x)=4w\int_0^\infty\left[P_t(x)-\frac1N\right]dt .
$$

The rate equation is $\dot P_t(x)=-4wP_t(x)+w\sum_{y\sim x}P_t(y)$, with $y\sim x$ denoting nearest neighbours. Integrating it over time, with $\delta_{x,s_1}$ marking the start, gives

$$
\frac1N-\delta_{x,s_1}=-g(x)+\frac14\sum_{y\sim x}g(y).
$$

For a cell that keeps the tetrahedral symmetry, such as $n\times n\times n$ primitive cells with $N=2n^3$, the two balances become

$$
g_0=1-\frac1N+g_1,\qquad
g_1=-\frac1N+\frac14(g_0+3g_2).
$$

Substituting the second into the first gives $\frac34(g_0-g_2)=1-2/N$. The uniform background cancels in the difference, as do the visits after first arrival at the tracer, so $\lambda_N=(g_0-g_2)/4$ still holds:

$$
\lambda_N=\frac13\left(1-\frac2N\right),\qquad
f_N=\frac{2+2/N}{4-2/N}=\frac{N+1}{2N-1}.
$$

For your cells this is $55/107=0.514$ and $251/499=0.503$. The excess over one half is $3/[2(2N-1)]$, or about $3/(4N)$ for large $N$. At $N=2$ the formula gives $f=1$: all four bonds lead to the same periodic site, so the next jump direction is random.

A separate calculation solved the joint master equation for tracer and vacancy, without using $\lambda$. It agrees with $f_N$ at $N=2$, 16, 54, 250 and 686.

In your simulation, store the last jump direction of every atom and average its dot product with that atom's next jump. A sampled run at $N=54$ gave $-0.3200$, against $-\lambda_N=-0.3210$. For jumps two apart it gave $0.1024$, against $\lambda_N^2=0.1030$. This second average checks the geometric series.

**Where the argument stops working**

Suppose each site has $z$ equivalent neighbours whose directions sum to zero, and that, seen from one neighbour of the tracer, all the others are equivalent second neighbours. The same balances then give $G_0-G_2=z/(z-1)$, so

$$
\lambda=\frac1{z-1},\qquad f=1-\frac2z .
$$

The honeycomb lattice meets these conditions, and $f=1/3$. In two dimensions $G_0$ and $G_2$ diverge separately, but their difference is obtained from the periodic cell as $N\to\infty$. The simple cubic lattice fails the condition: from one neighbour of the tracer, four of the others lie across a face diagonal and one lies straight across. The master equation extrapolates to $f=0.653$ there, whereas $1-2/z$ would be $0.667$.

The rates matter too. Let the tracer exchange at rate $w_t$ while host atoms keep $w$, with no binding between tracer and vacancy. From $s_1$ the vacancy exchanges with the tracer at rate $w_t$ or leaves through a host atom at total rate $3w$. After leaving, let $F$ be the probability that it first returns to the tracer's neighbour shell at $s_1$, minus the probability for one other given neighbour. Then

$$
\lambda=\frac{w_t+3wF\lambda}{w_t+3w}.
$$

$F$ involves host exchanges alone, so it does not depend on $w_t$. Setting $w_t=w$ and $\lambda=1/3$ gives $4/3=1+F$, so $F=1/3$. Hence

$$
\lambda=\frac{w_t}{w_t+2w},\qquad f=\frac{w}{w+w_t}.
$$

A slow tracer has $f\to1$, because the vacancy loses its directional memory before the next exchange. A fast tracer has $f\to0$: it rattles back and forth with the same vacancy. The diffusivity is proportional to $w_tf=ww_t/(w+w_t)$, so near $w_t=w$ a small relative change in $w_t$ changes it by half as much.

**What it means for a computed diffusivity**

With vacancy site fraction $c_v$, the tracer jumps at rate $4wc_v$. In any consistent units,

$$
D^*=\frac f6(4wc_v)d^2
=\frac f6(4wc_v)\frac{3a^2}{16}
=\frac{f\,c_vwa^2}{8}.
$$

Take rough typical inputs for the regime of germanium at 1100 K, where $kT=0.0948$ eV: $a=0.57$ nm, formation energy 2.6 eV, entropy $10k$, migration energy 0.5 eV and attempt frequency $5\times10^{12}\ \mathrm{s^{-1}}$. Then

$$
c_v=e^{10-2.6/0.0948}\approx2.7\times10^{-8},
$$

$$
w=5\times10^{12}\,e^{-0.5/0.0948}\ \mathrm{s^{-1}}
\approx2.6\times10^{10}\ \mathrm{s^{-1}} .
$$

Without correlations the diffusivity would be $2.8\times10^{-13}\ \mathrm{cm^2/s}$. With $f=1/2$ it is

$$
D^*\approx1.4\times10^{-13}\ \mathrm{cm^2/s}.
$$

In one hour the root-mean-square displacement along one axis is $\sqrt{2D^*t}\approx320$ nm. Omitting $f$ doubles $D^*$, which is equivalent to an energy error of $kT\ln2=0.066$ eV. By comparison, a 0.1 eV error in the sum of formation and migration energies changes $D^*$ by a factor of 2.9. The correlation factor is worth including, but it does not rescue an inaccurate energy.

Germanium is a suitable real case because its self-diffusion is mainly vacancy-mediated; in silicon, self-interstitials also contribute. The inputs were chosen to lie in this regime, so the resulting $D^*$ is not a prediction. The large entropy is an effective value, since $D^*$ alone cannot separate it from the attempt frequency. The estimate of $c_v$ also treats the vacancies as uncharged, so that doping does not change their concentration. If nearly all are doubly negative, their concentration scales as the square of the electron density $n$. For ionized donors equal in density to the intrinsic carriers, $n_i$, neutrality reads $n-n_i^2/n=n_i$, so $n/n_i=1.618$ and $D^*$ rises by a factor of 2.6 over the intrinsic case. This takes fixed temperature and $w$, and nondegenerate carriers, which is only approximately true in germanium at 1100 K: with Fermi–Dirac statistics and textbook band parameters the vacancy concentration follows $e^{2\Delta E_F/kT}$, with $\Delta E_F$ the rise of the Fermi level, and the factor is about 2.7 to 2.8. It changes $c_v$, while $f$ stays at one half as long as all exchanges share one rate.

The other estimates are smaller, each at 1100 K:

- **Second-neighbour jumps.** With a barrier 0.5 eV above the nearest-neighbour one and the same attempt frequency, they raise $D^*$ by about 9% in the 250-site cell at fixed $c_v$ and $w$. In that cell $f$, now relative to an uncorrelated walker making both kinds of jump, rises from 0.503 to 0.525. About half of the gain in $D^*$ is the added jumps themselves, and the rest is weaker correlation.
- **Tracer rate.** A tracer exchanging 3% more slowly has $D^*$ lower by 1.5%.
- **Divacancies.** There are two bonds per site, so, if binding leaves the entropy unchanged, the ratio of pairs to single vacancies is $2c_ve^{B/kT}$. For an assumed binding energy $B=1.0$ eV it is about 0.002. The ratio is exponential in $B$: it is 0.05 at 1.3 eV and reaches one near 1.6 eV, so pairs are rare only if the binding lies well below that. Their share of $D^*$ also depends on how fast pairs move, which is not estimated here.
- **Tunnelling.** With the attempt frequency $\nu$ standing in for the barrier frequency, the leading correction $(h\nu/kT)^2/24$ raises $w$ by 0.2%.

For your simulation, then, use $f_N$ to check the cell and $f=1/2$ for the bulk diffusivity. If the barriers depend on the surroundings or longer jumps are allowed, compute $f$ again with those rates. The numerical output below lists the values used here.

## Numbers as computed

```
LATTICE RESULTS (dimensionless)
master equation, N =   2 sites: f = 1.000000
master equation, N =  16 sites: f = 0.548387
master equation, N =  54 sites: f = 0.514019
master equation, N = 250 sites: f = 0.503006
master equation, N = 686 sites: f = 0.501094
diamond f extrapolated to infinite N: 0.499998
honeycomb f extrapolated: 0.33330
simple cubic f extrapolated: 0.6530; 1-2/z = 0.6667
simulation, N = 54: mean cosine, next jump = -0.3200
  finite-cell formula for it = -0.3210
simulation: mean cosine, second-next jump = 0.1024
  square of the formula value = 0.1030
G0 by quadrature = 1.79288
G0-G2 by quadrature = 1.333336
return probability Q = 0.4422
p0 = 0.3606; p1 = 0.0272
direct propagation: p0 = 0.3624; p1 = 0.0263
direct p0-p1 after 40 double steps = 0.33286
EXAMPLE: ROUGH GERMANIUM-LIKE INPUTS
temperature = 1100 K; kT = 0.09479 eV
lattice constant = 0.566 nm
formation energy = 2.6 eV; entropy = 10 k
migration energy = 0.5 eV; attempts = 5.0e+12 1/s
vacancy site fraction = 2.696e-08
exchange rate per neighbour = 2.560e+10 1/s
uncorrelated diffusivity = 2.763e-13 cm2/s
tracer diffusivity = 1.382e-13 cm2/s
rms displacement along one axis in 3600 s = 315.4 nm
energy error equivalent to omitting f = 0.0657 eV
NEGLECTED EFFECTS, ASSUMED PARAMETERS
0.1 eV energy error: D factor = 2.87
donors/intrinsic density = 1.0: n/ni = 1.618
  doubly negative vacancies: D factor = 2.618
second-neighbour extra barrier = 0.5 eV
  relative rate per jump = 0.00512
  D factor = 1.0859; f in 250-site cell = 0.5247
  f in the same cell without these jumps = 0.5030
divacancy binding = 1.0 eV
  divacancies per single vacancy = 2.06e-03
tracer exchange rate 0.97 w: D factor = 0.9848
leading tunnelling increase of w = 0.198 percent
```
